# Precursor delivery from a saturated bubbler at reduced pressure: a numerical check

```python
"""Precursor delivery from a saturated bubbler.

Result under test: F_p = F_c * p_v / (P - p_v)
F_c: carrier flow (sccm), F_p: precursor flow (sccm),
P: total headspace pressure (Torr), p_v: precursor vapour pressure (Torr).
One sccm is a molecular flow, referred to 273.15 K and 1 atm.
Material and equipment data are rough values typical of liquid TiCl4
with nitrogen carrier; they are inputs, not results.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq, fsolve

carrier = 100.0             # sccm
pressure = 100.0            # Torr
vapour = 10.0               # Torr
temperature = 294.0         # K
latent_ev = 0.42            # eV per molecule
bath_conductance = 1.0      # W/K
line_drop = 5.0             # Torr
depth_cm = 5.0              # cm
density = 1.73              # g/cm3
molar_mass = 190.0          # g/mol
bubble_radius = 0.5         # cm
rise_speed = 25.0           # cm/s
diffusion_1atm = 0.07       # cm2/s
virial_vv = -2000.0         # cm3/mol, vapour-vapour
virial_vc = -150.0          # cm3/mol, vapour-carrier
virial_cc = -5.0            # cm3/mol, carrier-carrier
k_ev = const.k / const.e    # eV/K


def delivery(flow, total, partial):
    return flow * partial / (total - partial)


def percent(value, reference):
    return 100.0 * (value / reference - 1.0)


ideal = delivery(carrier, pressure, vapour)


# Headspace balances: the total pressure is an outcome, not an input.
def headspace(flow, pump, evaporation, saturation):
    capacity = 0.12  # standard cm3 per Torr; cancels at steady state

    def rates(_, p):
        return [(flow - pump * p[0]) / capacity,
                (evaporation * (saturation - p[1]) - pump * p[1])
                / capacity]

    run = solve_ivp(rates, (0, 50 * capacity / pump), [0.0, 0.0],
                    method="Radau", rtol=1e-9, atol=1e-9)
    p_carrier, p_vapour = run.y[:, -1]
    return p_carrier + p_vapour, p_vapour, pump * p_vapour


for flow, pump, saturation in [(100, 2.0, 10), (50, 0.7, 40), (200, 5, 3)]:
    total, _, out = headspace(flow, pump, 1e6 * pump, saturation)
    assert np.isclose(out, delivery(flow, total, saturation), rtol=1e-5)
    total, partial, out = headspace(flow, pump, 4 * pump, saturation)
    degree = partial / saturation
    assert 0.7 < degree < 0.9
    assert np.isclose(out, delivery(flow, total, degree * saturation),
                      rtol=1e-5)

pump_setting = brentq(
    lambda s: headspace(carrier, s, 1e6, vapour)[0] - pressure, 0.5, 5.0)
sim_total, _, sim_delivery = headspace(carrier, pump_setting, 1e6, vapour)
assert np.isclose(sim_delivery, ideal, rtol=1e-4)
shortcut = carrier * vapour / pressure
assert abs(sim_delivery - shortcut) > 1.0


# Expanding bubble: ratio = vapour molecules per carrier molecule.
def bubble(surface_p, saturation, head, transfer, start=0.0):
    def rate(t, y):
        ratio = y[0]
        local_p = surface_p + head * (1.0 - t)
        partial = local_p * ratio / (1.0 + ratio)
        area = ((1.0 + ratio) * surface_p / local_p) ** (2 / 3)
        return [transfer * area * (saturation - partial) / surface_p]

    run = solve_ivp(rate, (0, 1), [start], method="LSODA",
                    rtol=1e-9, atol=1e-11)
    return run.y[0, -1]


for total, saturation in [(100, 10), (100, 60), (50, 30)]:
    assert np.isclose(bubble(total, saturation, 0, 200),
                      delivery(1.0, total, saturation), rtol=1e-5)
# Above the boiling condition uptake never settles.
assert bubble(100, 110, 0, 400) > 2 * bubble(100, 110, 0, 200) > 10

# Standard flow against the tabulated Loschmidt constant.
molecules_per_sccm = const.atm * 1e-6 / (const.k * 273.15) / 60
loschmidt = const.value("Loschmidt constant (273.15 K, 101.325 kPa)")
assert np.isclose(molecules_per_sccm, loschmidt * 1e-6 / 60, rtol=1e-7)


# Temperature dependence with constant latent heat.
def vapour_at(t):
    return vapour * np.exp(-latent_ev / k_ev * (1 / t - 1 / temperature))


def delivery_at(t):
    return delivery(carrier, pressure, vapour_at(t))


slope_run = solve_ivp(
    lambda t, p: latent_ev / (t * (k_ev * t / p)),
    (temperature, temperature - 5), [vapour], rtol=1e-9, atol=1e-11)
assert np.isclose(slope_run.y[0, -1], vapour_at(temperature - 5), rtol=1e-6)
vapour_slope = latent_ev / (k_ev * temperature**2)
delivery_slope = pressure / (pressure - vapour) * vapour_slope
step = 0.01
numeric_slope = (np.log(delivery_at(temperature + step))
                 - np.log(delivery_at(temperature - step))) / (2 * step)
assert np.isclose(delivery_slope, numeric_slope, rtol=1e-5)
one_kelvin_low = delivery_at(temperature - 1)


# Evaporative cooling relative to a bath at the nominal temperature.
def heat_load(t):
    return delivery_at(t) * molecules_per_sccm * latent_ev * const.e


cold = brentq(lambda t: bath_conductance * (temperature - t)
              - heat_load(t), temperature - 20, temperature)
cooling = temperature - cold
load = heat_load(temperature)
linear_cooling = load / (bath_conductance + load * delivery_slope)
assert np.isclose(cooling, linear_cooling, rtol=0.01)
cooled_delivery = delivery_at(cold)

# Gauge placed downstream: the bubbler pressure is higher than its reading.
drop_delivery = delivery(carrier, pressure + line_drop, vapour)

# Liquid head: no uptake after the bottom is the lower estimate.
head = density * 1000 * const.g * depth_cm / 100 / const.torr
bottom_delivery = delivery(carrier, pressure + head, vapour)
bottom_ratio = bottom_delivery / carrier
rising = [carrier * bubble(pressure, vapour, head, k, bottom_ratio)
          for k in (0.1, 1.0, 10.0, 1000.0)]
assert bottom_delivery < rising[0] < rising[1] < rising[2] < ideal
assert np.isclose(rising[-1], ideal, rtol=1e-3)

# Diffusive saturation of a sphere: series against a radial grid.
rise_time = depth_cm / rise_speed
diffusion = diffusion_1atm * const.atm / (pressure * const.torr)
fourier = diffusion * rise_time / bubble_radius**2
modes = np.arange(1, 200)
unsaturated = 6 / np.pi**2 * np.sum(
    np.exp(-(modes * np.pi)**2 * fourier) / modes**2)
cells = 400
h = 1 / cells
radius = np.arange(1, cells) * h
values, vectors = eigh_tridiagonal(
    np.full(cells - 1, 2 / h**2), np.full(cells - 2, -1 / h**2))
profile = vectors @ (np.exp(-values * fourier) * (vectors.T @ radius))
grid_unsaturated = 3 * h * np.sum(radius * profile)
assert np.isclose(unsaturated, grid_unsaturated, rtol=1e-3)
partial_delivery = delivery(carrier, pressure, (1 - unsaturated) * vapour)


# Real gas and compressed liquid: equality of chemical potentials.
# Densities are scaled by P/(RT); "pure" is saturated vapour alone.
def real_delivery(b_vv, b_vc, b_cc, liquid_volume):
    scale = pressure * const.torr / (const.R * temperature) * 1e-6
    vv, vc, cc, vol = scale * np.array([b_vv, b_vc, b_cc, liquid_volume])
    q = vapour / pressure

    def balance(n):
        v, c, pure = n
        return [v + c + vv * v**2 + 2 * vc * v * c + cc * c**2 - 1,
                pure + vv * pure**2 - q,
                np.log(v / pure) + 2 * (vv * v + vc * c - vv * pure)
                - vol * (1 - q)]

    root, _, flag, _ = fsolve(balance, [q, 1 - q, q], full_output=True,
                              xtol=1e-12)
    assert flag == 1 or np.max(np.abs(balance(root))) < 1e-10
    return carrier * root[0] / root[1]


assert np.isclose(real_delivery(0, 0, 0, 0), ideal, rtol=1e-8)
liquid_volume = molar_mass / density
nonideal = real_delivery(virial_vv, virial_vc, virial_cc, liquid_volume)


def show(label, value, unit, digits=4):
    print(f"{label}: {value:.{digits}g} {unit}")


show("Carrier flow", carrier, "sccm")
show("Headspace pressure", pressure, "Torr")
show("Precursor vapour pressure", vapour, "Torr")
show("Carrier partial pressure", pressure - vapour, "Torr")
show("Precursor delivery, formula", ideal, "sccm", 5)
show("Headspace model: total pressure", sim_total, "Torr", 6)
show("Headspace model: delivery", sim_delivery, "sccm", 5)
show("Total exit flow", carrier + ideal, "sccm", 5)
show("Vapour fraction", 100 * ideal / (carrier + ideal), "%")
show("Shortcut F_c*p_v/P", shortcut, "sccm")
show("Shortcut error", percent(shortcut, ideal), "%")
show("One sccm", molecules_per_sccm, "molecules/s")
show("Delivery converted", ideal * molecules_per_sccm, "molecules/s")
show("Liquid temperature (rough)", temperature, "K")
show("Latent heat (rough)", latent_ev, "eV/molecule")
show("Vapour-pressure slope", 100 * vapour_slope, "%/K", 3)
show("Delivery slope", 100 * delivery_slope, "%/K", 3)
show("Delivery at 1 K lower", one_kelvin_low, "sccm")
show("Change at 1 K lower", percent(one_kelvin_low, ideal), "%", 3)
show("Thermal conductance to bath (rough)", bath_conductance, "W/K")
show("Evaporation heat load", load, "W", 3)
show("Liquid cooling below bath", cooling, "K", 3)
show("Delivery with cooling", cooled_delivery, "sccm")
show("Change from cooling", percent(cooled_delivery, ideal), "%", 3)
show("Line pressure drop (rough)", line_drop, "Torr")
show("Delivery with line drop", drop_delivery, "sccm")
show("Change from line drop", percent(drop_delivery, ideal), "%", 3)
show("Liquid depth (rough)", depth_cm, "cm")
show("Liquid density (rough)", density, "g/cm3")
show("Liquid head", head, "Torr", 3)
show("Delivery, saturated at bottom only", bottom_delivery, "sccm")
show("Change from head, lower estimate",
     percent(bottom_delivery, ideal), "%", 3)
show("Delivery, fast uptake during rise", rising[-1], "sccm", 5)
show("Bubble radius (rough)", bubble_radius, "cm")
show("Bubble rise speed (rough)", rise_speed, "cm/s")
show("Bubble rise time", rise_time, "s", 3)
show("Diffusion coefficient at 1 atm (rough)", diffusion_1atm, "cm2/s")
show("Diffusion coefficient in headspace", diffusion, "cm2/s", 3)
show("Unsaturated fraction, series", 100 * unsaturated, "%", 3)
show("Unsaturated fraction, grid", 100 * grid_unsaturated, "%", 3)
show("Delivery, incomplete saturation", partial_delivery, "sccm")
show("Change from incomplete saturation",
     percent(partial_delivery, ideal), "%", 3)
show("Virial vapour-vapour (rough)", virial_vv, "cm3/mol")
show("Virial vapour-carrier (rough)", virial_vc, "cm3/mol")
show("Virial carrier-carrier (rough)", virial_cc, "cm3/mol")
show("Molar mass (rounded)", molar_mass, "g/mol")
show("Liquid molar volume", liquid_volume, "cm3/mol", 3)
show("Delivery, non-ideal gas and liquid", nonideal, "sccm", 5)
show("Change from non-ideality", percent(nonideal, ideal), "%", 2)
print("checks complete")
```

Printed output:

```
Carrier flow: 100 sccm
Headspace pressure: 100 Torr
Precursor vapour pressure: 10 Torr
Carrier partial pressure: 90 Torr
Precursor delivery, formula: 11.111 sccm
Headspace model: total pressure: 100 Torr
Headspace model: delivery: 11.111 sccm
Total exit flow: 111.11 sccm
Vapour fraction: 10 %
Shortcut F_c*p_v/P: 10 sccm
Shortcut error: -10 %
One sccm: 4.478e+17 molecules/s
Delivery converted: 4.976e+18 molecules/s
Liquid temperature (rough): 294 K
Latent heat (rough): 0.42 eV/molecule
Vapour-pressure slope: 5.64 %/K
Delivery slope: 6.27 %/K
Delivery at 1 K lower: 10.44 sccm
Change at 1 K lower: -6.07 %
Thermal conductance to bath (rough): 1 W/K
Evaporation heat load: 0.335 W
Liquid cooling below bath: 0.328 K
Delivery with cooling: 10.89 sccm
Change from cooling: -2.03 %
Line pressure drop (rough): 5 Torr
Delivery with line drop: 10.53 sccm
Change from line drop: -5.26 %
Liquid depth (rough): 5 cm
Liquid density (rough): 1.73 g/cm3
Liquid head: 6.36 Torr
Delivery, saturated at bottom only: 10.38 sccm
Change from head, lower estimate: -6.6 %
Delivery, fast uptake during rise: 11.11 sccm
Bubble radius (rough): 0.5 cm
Bubble rise speed (rough): 25 cm/s
Bubble rise time: 0.2 s
Diffusion coefficient at 1 atm (rough): 0.07 cm2/s
Diffusion coefficient in headspace: 0.532 cm2/s
Unsaturated fraction, series: 0.911 %
Unsaturated fraction, grid: 0.911 %
Delivery, incomplete saturation: 11 sccm
Change from incomplete saturation: -1.01 %
Virial vapour-vapour (rough): -2000 cm3/mol
Virial vapour-carrier (rough): -150 cm3/mol
Virial carrier-carrier (rough): -5 cm3/mol
Molar mass (rounded): 190 g/mol
Liquid molar volume: 110 cm3/mol
Delivery, non-ideal gas and liquid: 11.146 sccm
Change from non-ideality: 0.31 %
checks complete
```
